# Andreev levels and supercurrent in a long ballistic SNS junction

A normal conductor occupies $0<x<L$ between two superconducting leads. One ballistic channel with Fermi velocity $v$ connects them. The pair potential is $\Delta e^{i\phi_L}$ for $x<0$, zero for $0<x<L$, and $\Delta e^{i\phi_R}$ for $x>L$. Define

$$\phi=\phi_L-\phi_R,\qquad \xi=\frac{\hbar v}{\Delta}.$$

The elementary charge is $e>0$, and electric current $I$ is positive from left to right. The treatment is mean field with a prescribed pair potential. The leads are s-wave, both spins are equivalent, the interfaces cause no normal reflection, and $\Delta\ll E_F$. The junction is in thermal equilibrium, with no constraint on the parity of the electron number.

## (a) Which energies are allowed below the gap?

**Find the quantization condition for $|E|<\Delta$, and then its low-energy form.**

**Solution.** Let $(u,w)$ be the amplitudes of a spin-up electron and a spin-down hole. The Bogoliubov–de Gennes equations are

$$hu+\Delta(x)w=Eu,\qquad -hw+\Delta^*(x)u=Ew,$$

with $h=-\hbar^2\partial_x^2/2m-E_F$. Near $+k_F$, take out the fast factor $e^{ik_Fx}$ from both components. Then

$$h\,(e^{ik_Fx}u)=e^{ik_Fx}\left(-i\hbar v\,u'-\frac{\hbar^2}{2m}u''\right).$$

The envelope varies over lengths of order $\xi$ or longer, so the second-derivative term is smaller than the first by a factor of order $\Delta/E_F$. Dropping it gives

$$-i\hbar v\,u'+\Delta(x)w=Eu,\qquad i\hbar v\,w'+\Delta^*(x)u=Ew.$$

These equations describe electrons moving right and the holes into which they are Andreev reflected. They are of first order with finite coefficients, so $u$ and $w$ are continuous at the interfaces.

In the right lead a bound state varies as $e^{-\kappa x}$. The first equation gives

$$\frac{w}{u}=\frac{E-i\hbar v\kappa}{\Delta}e^{-i\phi_R},$$

and the second is consistent with it if $E^2+(\hbar v\kappa)^2=\Delta^2$. Put $E=\Delta\cos\theta$ and $\hbar v\kappa=\Delta\sin\theta$, with $\theta=\arccos(E/\Delta)$. The ratio is then $e^{-i\theta-i\phi_R}$. In the left lead the decaying solution is $e^{+\kappa x}$, which reverses the sign of $\kappa$, so there $w/u=e^{i\theta-i\phi_L}$.

In the normal region $u\propto e^{iEx/\hbar v}$ and $w\propto e^{-iEx/\hbar v}$. Hence $w/u$ acquires the factor $e^{-2iEL/\hbar v}$ between $x=0$ and $x=L$:

$$e^{-i\theta-i\phi_R}=e^{i\theta-i\phi_L}e^{-2iEL/\hbar v}.$$

Equating phases modulo $2\pi$ gives $2EL/\hbar v=2\theta-\phi+2\pi n$. For electrons near $-k_F$, mirror reflection exchanges the leads and changes $\phi$ to $-\phi$. Both cases are contained in

$$\frac{2EL}{\hbar v}-2\arccos\frac{E}{\Delta}\pm\phi=2\pi n,$$

with the upper sign for right-moving electrons and $n$ an integer.

For $|E|\ll\Delta$, $\arccos(E/\Delta)\approx\pi/2-E/\Delta$. Since $1/\Delta=\xi/\hbar v$,

$$\frac{2E(L+\xi)}{\hbar v}=2\pi\left(n+\tfrac12\right)\mp\phi.$$

In the long-junction limit $\xi\ll L$ this becomes

$$E_n^{\mp}=\frac{\hbar v}{2L}\left[2\pi\left(n+\tfrac12\right)\mp\phi\right].$$

The upper sign still denotes right-moving electrons. The half-integer comes from the two Andreev reflections, each of which contributes a phase near $-\pi/2$. The correction $L\to L+\xi$ describes penetration into the leads. Near the gap edge the expansion fails and the equation with the arccosine is needed.

For $|\phi|<\pi$ the positive levels are $E_n^-$ and $E_n^+$ with $n\geq0$. The negative right-mover levels are $-E_n^+$, and the negative left-mover levels are $-E_n^-$.

## (b) What current does the whole spectrum carry?

**Derive the equilibrium current without separating bound states from the continuum.**

**Solution.** A Green function in the normal region contains both. For a right-moving electron it obeys

$$(E+i\hbar v\,\partial_x)G(x,x')=\delta(x-x').$$

Let $k=E/\hbar v$. Write $G=Ae^{ikx}$ for $x<x'$ and $G=Be^{ikx}$ for $x>x'$. Integration across $x'$ gives

$$B-A=\frac{e^{-ikx'}}{i\hbar v}.$$

The leads supply a second relation. Let $a=e^{-i\theta}$. From part (a), $w(L)=ae^{-i\phi_R}u(L)$ and $u(0)=ae^{i\phi_L}w(0)$. The hole propagates back with $w(0)=e^{ikL}w(L)$. One round trip therefore gives

$$A=rB,\qquad r=a^2e^{i\phi}e^{2iEL/\hbar v}.$$

Thus $B=e^{-ikx'}/[i\hbar v(1-r)]$, and

$$G(x,x')=\frac{e^{ik(x-x')}}{i\hbar v}\left[\Theta(x-x')+\frac{r}{1-r}\right].$$

The poles $r=1$ are the levels of part (a). Above the gap the same function, continued analytically, describes incomplete Andreev reflection.

Thermal averages use $E=i\omega_n$ with $\omega_n=(2n+1)\pi k_BT$, an energy. For $\omega>0$ the solution that decays in the leads has $\hbar v\kappa=\sqrt{\Delta^2+\omega^2}$, so

$$a=\frac{i\omega-i\sqrt{\omega^2+\Delta^2}}{\Delta}=-i\,e^{-\operatorname{arsinh}(\omega/\Delta)}.$$

Squaring gives a minus sign, and $r=-ge^{i\phi}$, where

$$g=e^{-X},\qquad X=\frac{2\omega L}{\hbar v}+2\operatorname{arsinh}\frac{\omega}{\Delta}.$$

The density of right-moving electrons of one spin is $k_BT\sum_\omega e^{i\omega0^+}G(x,x;i\omega)$, over positive and negative frequencies. The step-function term is independent of phase and equal for both directions, so it cancels from the current. Negative frequencies give the complex conjugate of the positive ones. Since $2\,\mathrm{Re}(z/i)=2\,\mathrm{Im}\,z$, the remaining density is

$$\rho_R=\frac{2k_BT}{\hbar v}\sum_{\omega>0}\mathrm{Im}\frac{r}{1-r}.$$

Insert $r$ and multiply numerator and denominator by $1+ge^{-i\phi}$:

$$\frac{r}{1-r}=-\frac{g(e^{i\phi}+g)}{1+2g\cos\phi+g^2}.$$

Therefore

$$\rho_R=-\frac{2k_BT}{\hbar v}\sum_{\omega>0}\frac{g\sin\phi}{1+2g\cos\phi+g^2}.$$

For left movers $\phi\to-\phi$, so $\rho_L=-\rho_R$. With two spins and electron charge $-e$, $I=-2ev(\rho_R-\rho_L)=-4ev\rho_R$. Dividing numerator and denominator by $g$ and using $g+1/g=2\cosh X$ gives

$$I=\frac{4ek_BT}{\hbar}\sum_{n=0}^{\infty}\frac{\sin\phi}{\cos\phi+\cosh X_n},$$

where $X_n$ is $X$ at $\omega=\omega_n$. For small positive $\phi$ the electric current flows from left to right, so electrons flow towards the lead with the larger phase.

## (c) What remains at zero temperature?

**Evaluate the current for $\xi\ll L$, and decide whether the bound levels alone would suffice.**

**Solution.** Matsubara energies are spaced by $2\pi k_BT$. As $T\to0$, $k_BT\sum_{\omega>0}\to\int_0^\infty d\omega/2\pi$. The integrand is appreciable up to $\omega\sim\hbar v/L\ll\Delta$, so $\operatorname{arsinh}(\omega/\Delta)\approx\omega/\Delta$ and $X\approx2\omega(L+\xi)/\hbar v$. Changing variable from $\omega$ to $X$ gives

$$I=\frac{4e}{\hbar}\,\frac{1}{2\pi}\,\frac{\hbar v}{2(L+\xi)}J=\frac{ev}{\pi(L+\xi)}J,$$

$$J=\int_0^\infty\frac{\sin\phi\,dX}{\cos\phi+\cosh X}.$$

Set $t=\tanh(X/2)$. Then $\cosh X=(1+t^2)/(1-t^2)$ and $dX=2dt/(1-t^2)$, so

$$J=\int_0^1\frac{2\sin\phi\,dt}{(1+\cos\phi)+(1-\cos\phi)t^2}.$$

Divide by $1+\cos\phi$ and let $s=\tan(\phi/2)$. Since $\sin\phi/(1+\cos\phi)=s$ and $(1-\cos\phi)/(1+\cos\phi)=s^2$,

$$J=\int_0^1\frac{2s\,dt}{1+s^2t^2}=2\arctan s=\phi,\qquad |\phi|<\pi.$$

In the limit $\xi/L\to0$ this is Ishii's sawtooth:

$$I=\frac{ev}{L}\frac{\phi}{\pi},\qquad |\phi|<\pi,$$

repeated with period $2\pi$. It jumps from $+ev/L$ to $-ev/L$ as $\phi$ increases through $\pi$. The leading amplitude does not contain $\Delta$: it is set by the time an electron needs to cross the normal region.

The bound levels alone give a different answer. The electron and hole amplitudes of a bound state have equal magnitude. The two exponential tails add an effective length $1/\kappa$, so the electron density in the normal region is $1/[2(L+1/\kappa)]$. At $T=0$ the negative levels are filled. Those of the right movers are $-E_n^+$, and those of the left movers are $-E_n^-$. Multiplying density by velocity, charge and two spins gives

$$I_{\rm bound}=ev\left[\sum_{E_n^-<\Delta}\frac{1}{L+1/\kappa}-\sum_{E_n^+<\Delta}\frac{1}{L+1/\kappa}\right].$$

Here $E_n^\mp$ denotes the solutions of the full quantization condition. Far below the gap, successive terms are close to $+ev/L$ and $-ev/L$. The partial sums alternate instead of converging, so the result depends on what happens at the gap edge. The continuum supplies the missing part, and the Green function has already included it.

## (d) How does temperature change the harmonics?

**Find the thermal current for $\xi\ll L$ and $2\pi k_BT\ll\Delta$, and its high-temperature form.**

**Solution.** Define $T_L$ by

$$k_BT_L=\frac{\hbar v}{2\pi L}.$$

In the long limit $X_n=2\omega_nL/\hbar v=(2n+1)T/T_L$. Since $|r|<1$, expand $r/(1-r)=\sum_{k\geq1}r^k$ with $r=-e^{-X+i\phi}$. Its imaginary part, compared with the expression in part (b), gives

$$\frac{\sin\phi}{\cos\phi+\cosh X}=2\sum_{k=1}^{\infty}(-1)^{k+1}e^{-kX}\sin k\phi.$$

The frequency sum is geometric:

$$\sum_{n=0}^{\infty}e^{-k(2n+1)T/T_L}=\frac{e^{-kT/T_L}}{1-e^{-2kT/T_L}}=\frac{1}{2\sinh(kT/T_L)}.$$

The factors of two cancel, leaving

$$I=\frac{4ek_BT}{\hbar}\sum_{k=1}^{\infty}(-1)^{k+1}\frac{\sin k\phi}{\sinh(kT/T_L)}.$$

As $T\to0$, $\sinh(kT/T_L)\to kT/T_L$. The coefficients become $(2ev/\pi L)(-1)^{k+1}/k$, the Fourier coefficients of the sawtooth.

Higher harmonics are suppressed first, which removes the sharp jump. For $T\gg T_L$ only $k=1$ matters at leading order, and $\sinh(T/T_L)\approx e^{T/T_L}/2$:

$$I\approx\frac{8ek_BT}{\hbar}e^{-T/T_L}\sin\phi.$$

The exponent reflects the spread of the round-trip phase $2EL/\hbar v$ over thermal energies.

A small $\xi/L$ is not by itself enough here. The replacement $L\to L+\xi$ adds $(T/T_L)(\xi/L)=2\pi k_BT/\Delta$ to the exponent. This quantity must be small for the long-limit amplitude to be accurate.

## (e) How is the jump rounded at low temperature?

**Express the thermal change through level occupations. Then find the current near $\phi=\pi$ and its maximum.**

**Solution.** For $k_BT\ll\Delta$, thermal changes of occupation are confined to levels well below the gap. Each has electron density $1/(2L)$ in the long limit. Let $f(E)=1/(e^{E/k_BT}+1)$. Relative to $T=0$, the right-mover level $E_n^-$ gains $f(E_n^-)$, while the right-mover level $-E_n^+$ changes by $f(-E_n^+)-1=-f(E_n^+)$. The left movers have the opposite total. Two spins and two directions give

$$\delta I=-2ev\,\frac{1}{2L}\,2\sum_{n\geq0}\left[f(E_n^-)-f(E_n^+)\right].$$

Adding the zero-temperature current yields

$$I=\frac{ev}{L}\left\{\frac{\phi}{\pi}-2\sum_{n=0}^{\infty}\left[f(E_n^-)-f(E_n^+)\right]\right\},\qquad|\phi|<\pi.$$

This sum converges because the thermal occupations decay exponentially.

Now put $\delta=\pi-\phi$, with $0<\delta\ll\pi$. The level $E_0^-=\hbar v\delta/2L$ approaches zero, while the next one, $E_0^+=\hbar v(2\pi-\delta)/2L$, stays far away. Keep the first and use $1-2f(E)=\tanh(E/2k_BT)$:

$$I\approx\frac{ev}{L}\left[\tanh(b\delta)-\frac{\delta}{\pi}\right],\qquad b=\frac{\hbar v}{4Lk_BT}=\frac{\pi T_L}{2T}.$$

The rounding therefore extends over a phase interval of order $1/b$, proportional to $T$.

At the maximum, the derivative with respect to $\delta$ vanishes: $b\,\mathrm{sech}^2(b\delta)=1/\pi$. Define $q=\pi b=\pi^2T_L/(2T)$. For $q>1$,

$$\cosh(b\delta)=\sqrt q,\qquad \tanh(b\delta)=\sqrt{1-\frac1q},\qquad \frac{\delta}{\pi}=\frac{\operatorname{arcosh}\sqrt q}{q}.$$

The second derivative of the hyperbolic tangent is negative for $\delta>0$, so this is a maximum. The critical current is

$$I_c\approx\frac{ev}{L}\left[\sqrt{1-\frac1q}-\frac{\operatorname{arcosh}\sqrt q}{q}\right].$$

The approximation requires $f(E_0^+)\ll1$ at the maximum.

The zero-temperature jump needs two things: a level crossing at zero energy, and occupations that can change there. Backscattering couples the right- and left-mover levels. If their coupling is $W$, two levels degenerate at zero become $\pm|W|$, and the current is rounded even at $T=0$. A conserved electron parity changes the occupations used here. The crossing level is spin degenerate, so in the even sector it can still take two quasiparticles at once: the zero-temperature jump at $\phi=\pi$ survives, but the thermal rounding differs from the formula above. In the odd sector one quasiparticle stays in the lowest level, and the current passes through $\phi=\pi$ without the jump.

## (f) What are the scales in a model junction?

**Take $v=3\times10^5$ m/s, $L=4$ µm and $\Delta=1$ meV. Find the levels at $\phi=\pi/2$, the current scale and its thermal reduction.**

**Solution.** The coherence length is $\xi=0.1975$ µm, so $\xi/L=0.0494$. The level scale is $\hbar v/2L=24.683$ µeV. At $\phi=\pi/2$ the lowest two levels in the long limit are

$$E_0^-=24.683\times\frac{\pi}{2}=38.77\ \text{µeV},\qquad E_0^+=24.683\times\frac{3\pi}{2}=116.32\ \text{µeV}.$$

The full quantization condition gives $36.95$ and $110.83$ µeV. Both shifts agree with division by $1+\xi/L=1.0494$.

The sawtooth amplitude is $ev/L=12.02$ nA, so the long-limit current at $\phi=\pi/2$ is $12.02/2=6.01$ nA. With the finite gap it is $5.73$ nA, in agreement with $6.01/1.0494$.

There are 14 positive bound levels at this phase, seven of each kind. Their contribution is $1.33$ nA, and the continuum supplies $4.39$ nA. The bound sum does not vanish because, in each successive pair, $E_n^-$ lies lower than $E_n^+$. It has the larger $\kappa$ and hence the larger density in the normal region.

The thermal scale is $T_L=91.2$ mK. Long-limit critical currents, with the phase at which they occur, are:

| $T$ (mK) | $I_c$ (nA) | $\phi/\pi$ at maximum |
|---:|---:|---:|
| 10 | 11.19 | 0.942 |
| 50 | 8.98 | 0.804 |
| 100 | 6.90 | 0.692 |
| 200 | 3.84 | 0.570 |
| 400 | 0.835 | 0.508 |

At 100 mK, $T/T_L=1.097$ and $q=\pi^2/(2\times1.097)=4.50$. The low-temperature formula gives

$$I_c=12.02\,(0.882-0.308)=6.90\ \text{nA}.$$

It remains accurate slightly above $T_L$ because $E_0^+/k_BT\approx15$ at the maximum.

At 50 mK the critical current is already 25% below $ev/L$, yet the current at $\phi=\pi/2$ has fallen by only $0.003$ nA. There $E_0^-/k_BT\approx9$, so the level is almost empty. Thermal rounding begins near the jump.

At 400 mK the high-temperature formula reproduces $I_c=0.835$ nA. The finite-gap current at $\phi=\pi/2$ is $0.672$ nA, about 19% below the long-limit value there. The extra exponent is $(T/T_L)(\xi/L)=4.387\times0.0494=0.217$, and $e^{-0.217}=0.805$ accounts for the reduction.

The numerical check diagonalizes a tight-binding junction with $\xi/L=0.083$. At $\phi=0.6\pi$ and $T=0$, its current in units of $ev/L$ is $0.551$, against $0.554$ from the formula of part (b). This tests the sign and the continuum contribution together. At $\phi=\pi$ the chain without a barrier has a lowest level of $0.092\,\hbar v/2L$ instead of zero. The cause is weak normal reflection at its abrupt interfaces: the level does not change when the leads are lengthened, and it falls below $0.001\,\hbar v/2L$ when the step in the pair potential is replaced by a hyperbolic-tangent profile of width two or three sites. The reduction depends on the profile: a linear ramp over three sites still leaves $0.03\,\hbar v/2L$. The value $0.092$ also depends on the length of the chain: with 241 normal sites instead of 240 the level vanishes even for abrupt interfaces. A barrier in the normal region that transmits half of the incident electrons raises the level to $1.45\,\hbar v/2L$, which confirms that backscattering opens a gap.

## Values computed for the example and the checks

```
LATTICE CHECK, currents in units of e v/L
normal sites 240, xi/L = 0.0833
phi/pi 0.3: T=0 lattice 0.2761, formula 0.2770; T=T_L lattice 0.2730, formula 0.2738
phi/pi 0.6: T=0 lattice 0.5509, formula 0.5539; T=T_L lattice 0.5044, formula 0.5069
T=0 current from energy derivative, phi=0.6 pi: 0.5509
lowest level at phi=pi, clean chain: 0.0922 hbar v/(2L)
same with barrier of 2 hoppings: 1.4499 hbar v/(2L)
WORKED EXAMPLE
Fermi velocity: 3.000e+05 m/s
normal length: 4.000 micrometre
lead gap: 1.000 meV
coherence length xi: 0.1975 micrometre
xi/L: 0.04937
level scale hbar v/(2L): 24.683 microeV
spacing within one branch: 155.088 microeV
thermal scale T_L: 91.175 mK
sawtooth amplitude e v/L: 12.0163 nA
lowest levels at phi=pi/2, long limit: 38.772, 116.316 microeV
lowest levels at phi=pi/2, finite gap: 36.948, 110.833 microeV
number of positive bound levels at phi=pi/2: 14
T=0 current at pi/2, long limit: 6.0082 nA
T=0 current at pi/2, finite gap: 5.7257 nA
T=0 bound-level part at pi/2: 1.3309 nA
T=0 continuum part at pi/2: 4.3948 nA
THERMAL ROUNDING: long limit unless finite gap is stated
T=10 mK, T/T_L=0.1097: I_c=11.1901 nA at phi/pi=0.9424
  I(pi/2)=6.0082 nA; finite gap 5.7257 nA; L+xi estimate 5.7255 nA
  low-temperature I_c formula: 11.1901 nA
T=50 mK, T/T_L=0.5484: I_c=8.9752 nA at phi/pi=0.8041
  I(pi/2)=6.0052 nA; finite gap 5.7214 nA; L+xi estimate 5.7212 nA
  low-temperature I_c formula: 8.9752 nA
T=100 mK, T/T_L=1.0968: I_c=6.9003 nA at phi/pi=0.6923
  I(pi/2)=5.7440 nA; finite gap 5.4154 nA; L+xi estimate 5.4152 nA
  low-temperature I_c formula: 6.9003 nA
T=200 mK, T/T_L=2.1936: I_c=3.8357 nA at phi/pi=0.5699
  I(pi/2)=3.7438 nA; finite gap 3.3594 nA; L+xi estimate 3.3592 nA
T=400 mK, T/T_L=4.3872: I_c=0.8350 nA at phi/pi=0.5079
  I(pi/2)=0.8347 nA; finite gap 0.6725 nA; L+xi estimate 0.6722 nA
  high-temperature I_c formula: 0.8347 nA
```
